# Oxygen isotope shift of the Si-O-Si stretch in silicon: verification in Python

```python
# Result under test: a free linear Si-O-Si unit with two equal springs k has
# an antisymmetric stretch omega^2 = k (1/M + 2/m). With k fitted to 1136 cm^-1
# for oxygen-16, oxygen-18 lowers the line by about 50 cm^-1.
# M: silicon mass, m: oxygen mass, theta: Si-O-Si angle, s: bond extension.
# Masses are in u, k in N/m, wavenumbers in cm^-1.
import numpy as np
from scipy.constants import atomic_mass, c, h, hbar, e, pi
from scipy.optimize import brentq

O16, O18, SI28, SI29 = 15.9949, 17.9992, 27.9769, 28.9765
LINE = 1136.0
BOND = 1.6          # angstrom; does not affect the stretch frequencies
ANGLE = 160.0       # degrees, rough
BAND_TOP = 520.0    # cm^-1, rough
WARM_DROP = 30.0    # cm^-1, rough


def to_wavenumber(omega_squared):
    return np.sqrt(np.maximum(omega_squared, 0.0)) / (2 * pi * c * 100)


def to_omega_squared(wavenumber):
    return (2 * pi * c * 100 * wavenumber) ** 2


def inverse_mass(m, M=SI28, theta=180.0):
    return 1 / M + (1 - np.cos(np.radians(theta))) / m


def fitted_spring(theta=180.0):
    return to_omega_squared(LINE) * atomic_mass / inverse_mass(O16, theta=theta)


def formula_line(k, m, M=SI28, theta=180.0):
    return to_wavenumber(k * inverse_mass(m, M, theta) / atomic_mass)


def hessian_modes(k, masses, theta=180.0):
    """Planar modes from finite differences of the bond-length energy."""
    half = np.radians(theta) / 2
    start = BOND * np.array([-np.sin(half), -np.cos(half), 0, 0,
                             np.sin(half), -np.cos(half)])

    def energy(x):
        left = np.hypot(x[0] - x[2], x[1] - x[3]) - BOND
        right = np.hypot(x[4] - x[2], x[5] - x[3]) - BOND
        return 0.5 * (left**2 + right**2)

    step = 1e-4
    shifts = step * np.eye(6)
    hess = np.zeros((6, 6))
    for i in range(6):
        for j in range(6):
            a, b = shifts[i], shifts[j]
            hess[i, j] = (energy(start + a + b) - energy(start + a - b)
                          - energy(start - a + b)
                          + energy(start - a - b)) / (4 * step**2)
    mass = np.repeat(masses, 2)
    values, vectors = np.linalg.eigh(hess / np.sqrt(np.outer(mass, mass)))
    return to_wavenumber(k * values / atomic_mass), vectors, mass


# Simple model and its independent check
k = fitted_spring()
line18 = formula_line(k, O18)
shift = LINE - line18
modes16, vectors16, mass16 = hessian_modes(k, [SI28, O16, SI28])
modes18, _, _ = hessian_modes(k, [SI28, O18, SI28])
assert abs(modes16[-1] - LINE) < 1e-3
assert abs(modes18[-1] - line18) < 1e-3
assert abs((modes16[-1] - modes18[-1]) - 50) < 1
top = vectors16[:, -1]
motion = top / np.sqrt(mass16)
amplitude_ratio = -2 * SI28 / O16
oxygen_share = 2 * SI28 / (2 * SI28 + O16)
assert abs(motion[2] / motion[0] - amplitude_ratio) < 1e-5
assert abs(motion[2] / motion[4] - amplitude_ratio) < 1e-5
assert abs(top[2]**2 + top[3]**2 - oxygen_share) < 1e-6
symmetric = to_wavenumber(k / (SI28 * atomic_mass))
assert abs(modes16[-2] - symmetric) < 1e-3
assert abs(modes18[-2] - symmetric) < 1e-3

# Two common mistakes: immobile silicon, and a diatomic reduced mass
fixed_shift = LINE * (1 - np.sqrt(O16 / O18))
diatomic_shift = LINE * (1 - np.sqrt((1/SI28 + 1/O18) / (1/SI28 + 1/O16)))
assert diatomic_shift < shift < fixed_shift
heavy16 = hessian_modes(k, [1e7, O16, 1e7])[0][-1]
heavy18 = hessian_modes(k, [1e7, O18, 1e7])[0][-1]
assert abs(LINE * (1 - heavy18 / heavy16) - fixed_shift) < 1e-2

# Bent bridge
k_bent = fitted_spring(ANGLE)
bent16 = hessian_modes(k_bent, [SI28, O16, SI28], ANGLE)[0][-1]
bent18 = hessian_modes(k_bent, [SI28, O18, SI28], ANGLE)[0][-1]
assert abs(bent16 - LINE) < 1e-3
assert abs(bent18 - formula_line(k_bent, O18, theta=ANGLE)) < 1e-3
bent_shift = bent16 - bent18


# Host lattice represented by a silicon chain on either side
def chain_modes(masses, springs):
    n = len(masses)
    matrix = np.zeros((n, n))
    for i, spring in enumerate(springs):
        matrix[i:i+2, i:i+2] += spring * np.array([[1, -1], [-1, 1]])
    values, vectors = np.linalg.eigh(matrix / np.sqrt(np.outer(masses, masses)))
    return to_wavenumber(values / atomic_mass), vectors


SIDE = 20
host = SI28 * atomic_mass * to_omega_squared(BAND_TOP) / 4
pure = chain_modes(np.full(2*SIDE + 1, SI28), np.full(2*SIDE, host))[0][-1]
assert abs(pure / BAND_TOP - 1) < 0.01  # finite chain lies just below band top


def embedded(k_bridge, m, host_spring):
    masses = np.full(2*SIDE + 1, SI28)
    masses[SIDE] = m
    springs = np.full(2*SIDE, host_spring)
    springs[SIDE-1:SIDE+1] = k_bridge
    values, vectors = chain_modes(masses, springs)
    return values[-1], vectors[:, -1]


def embedded_result(host_spring):
    k_fit = brentq(lambda q: embedded(q, O16, host_spring)[0] - LINE, 200, 800)
    vector = embedded(k_fit, O16, host_spring)[1]
    share = np.sum(vector[SIDE-1:SIDE+2]**2)
    return k_fit, LINE - embedded(k_fit, O18, host_spring)[0], share


k_chain, chain_shift, core_share = embedded_result(host)
k_stiff, stiff_shift, _ = embedded_result(2 * host)
assert core_share > 0.95


# Quantum transition in the bond extension s, with a quartic term
def transition(k_bridge, m, quartic):
    mu = 2 * SI28 * m / (2 * SI28 + m) * atomic_mass
    s = np.linspace(-0.3e-10, 0.3e-10, 81)
    d = s[1] - s[0]
    index = np.arange(len(s))
    gap = index[:, None] - index[None, :]
    safe = np.where(gap == 0, 1, gap)
    sign = np.where(gap % 2 == 0, 1.0, -1.0)
    kinetic = np.where(gap == 0, pi**2 / 3, 2 * sign / safe**2)
    kinetic = kinetic * hbar**2 / (2 * mu * d**2)
    hamiltonian = kinetic + np.diag(k_bridge * s**2 + quartic * s**4)
    levels = np.linalg.eigvalsh(hamiltonian / (h * c * 100))
    return levels[1] - levels[0]


assert abs(transition(k, O16, 0) - LINE) < 1e-3
assert abs(transition(k, O18, 0) - line18) < 1e-3
mu16 = 2 * SI28 * O16 / (2 * SI28 + O16)
variance = hbar / (2 * mu16 * atomic_mass * 2 * pi * c * 100 * LINE)
quartic_size = 0.01 * LINE * h * c * 100 / (12 * variance**2)
quartic_results = []
for direction in (1, -1):
    g = direction * quartic_size
    k_q = brentq(lambda q: transition(q, O16, g) - LINE, 350, 600)
    quartic_results.append((LINE - formula_line(k_q, O16),
                            LINE - transition(k_q, O18, g)))

# One heavier silicon neighbour, and the warm line with the same isotope ratio
mixed = hessian_modes(k, [SI28, O16, SI29])[0][-1]
mixed18 = hessian_modes(k, [SI28, O18, SI29])[0][-1]
silicon_shift = LINE - mixed
mixed_oxygen_shift = mixed - mixed18
warm_line = LINE - WARM_DROP
warm_shift = warm_line * (1 - line18 / LINE)

for other in [bent_shift, chain_shift, stiff_shift, mixed_oxygen_shift,
              warm_shift] + [item[1] for item in quartic_results]:
    assert abs(other - shift) < 5

print("INPUTS")
print(f"oxygen-16 mass: {O16:.4f} u")
print(f"oxygen-18 mass: {O18:.4f} u")
print(f"silicon-28 mass: {SI28:.4f} u")
print(f"silicon-29 mass: {SI29:.4f} u")
print(f"fitted line: {LINE:.0f} cm^-1")
print("SIMPLE MODEL")
print(f"angular frequency, O-16: {np.sqrt(to_omega_squared(LINE)):.4e} rad/s")
print(f"1/M + 2/m, O-16: {inverse_mass(O16):.6f} 1/u")
print(f"1/M + 2/m, O-18: {inverse_mass(O18):.6f} 1/u")
print(f"spring constant: {k:.1f} N/m")
print(f"line ratio O-18/O-16: {line18 / LINE:.5f}")
print(f"O-18 line: {line18:.1f} cm^-1")
print(f"isotope shift down: {shift:.1f} cm^-1")
print(f"isotope shift down: {shift * 100 * h * c / e * 1000:.2f} meV")
print(f"O-18 line from Hessian: {modes18[-1]:.1f} cm^-1")
print(f"amplitude ratio v/u, O-16: {amplitude_ratio:.3f}")
print(f"oxygen kinetic-energy fraction: {oxygen_share:.3f}")
print(f"mode mass mu, O-16: {mu16:.3f} u")
print(f"symmetric stretch, both isotopes: {symmetric:.1f} cm^-1")
print("COMMON MISTAKES")
print(f"shift with fixed silicon: {fixed_shift:.1f} cm^-1")
print(f"shift with diatomic mass: {diatomic_shift:.1f} cm^-1")
print("NEGLECTED EFFECTS")
print(f"bent angle: {ANGLE:.0f} degrees")
print(f"bent spring constant: {k_bent:.1f} N/m")
print(f"bent shift: {bent_shift:.1f} cm^-1")
print(f"host band top: {BAND_TOP:.0f} cm^-1")
print(f"host chain spring: {host:.1f} N/m")
print(f"bridge spring in chain: {k_chain:.1f} N/m")
print(f"shift in chain: {chain_shift:.1f} cm^-1")
print(f"kinetic share of Si-O-Si in chain: {core_share:.4f}")
print(f"bridge spring, doubled host: {k_stiff:.1f} N/m")
print(f"shift, doubled host: {stiff_shift:.1f} cm^-1")
for name, result in zip(("positive", "negative"), quartic_results):
    print(f"{name} quartic, line change: {result[0]:+.1f} cm^-1")
    print(f"{name} quartic, isotope shift: {result[1]:.1f} cm^-1")
print(f"one Si-29 lowers O-16 line by: {silicon_shift:.1f} cm^-1")
print(f"oxygen shift with one Si-29: {mixed_oxygen_shift:.1f} cm^-1")
print(f"rough warm line: {warm_line:.0f} cm^-1")
print(f"warm isotope shift: {warm_shift:.1f} cm^-1")
print("PASS")
```

It prints:

```
INPUTS
oxygen-16 mass: 15.9949 u
oxygen-18 mass: 17.9992 u
silicon-28 mass: 27.9769 u
silicon-29 mass: 28.9765 u
fitted line: 1136 cm^-1
SIMPLE MODEL
angular frequency, O-16: 2.1398e+14 rad/s
1/M + 2/m, O-16: 0.160784 1/u
1/M + 2/m, O-18: 0.146860 1/u
spring constant: 472.9 N/m
line ratio O-18/O-16: 0.95572
O-18 line: 1085.7 cm^-1
isotope shift down: 50.3 cm^-1
isotope shift down: 6.24 meV
O-18 line from Hessian: 1085.7 cm^-1
amplitude ratio v/u, O-16: -3.498
oxygen kinetic-energy fraction: 0.778
mode mass mu, O-16: 12.439 u
symmetric stretch, both isotopes: 535.6 cm^-1
COMMON MISTAKES
shift with fixed silicon: 65.1 cm^-1
shift with diatomic mass: 41.0 cm^-1
NEGLECTED EFFECTS
bent angle: 160 degrees
bent spring constant: 484.3 N/m
bent shift: 49.9 cm^-1
host band top: 520 cm^-1
host chain spring: 111.4 N/m
bridge spring in chain: 466.8 N/m
shift in chain: 48.8 cm^-1
kinetic share of Si-O-Si in chain: 0.9992
bridge spring, doubled host: 459.1 N/m
shift, doubled host: 46.8 cm^-1
positive quartic, line change: +11.4 cm^-1
positive quartic, isotope shift: 50.8 cm^-1
negative quartic, line change: -11.4 cm^-1
negative quartic, isotope shift: 49.8 cm^-1
one Si-29 lowers O-16 line by: 2.2 cm^-1
oxygen shift with one Si-29: 50.4 cm^-1
rough warm line: 1106 cm^-1
warm isotope shift: 49.0 cm^-1
PASS
```
